# Allen's expansion and corrections to the lowest-order variational resistivity

## The decision

Once the electron–phonon coupling of a metal is known, its resistivity can be estimated from one integral over a transport spectral function. The practical question is whether to stop there or to solve the linearized Boltzmann equation. Allen's basis answers it, because the one-integral result is the first diagonal element of a matrix and the remaining elements give the correction. In the model below, the correction is about 29 % at one temperature and 3 % at another.

The algebra uses atomic units with \(k_B=1\). Sums over \(\mathbf k\) are per volume and per spin, and energies \(\varepsilon\) are measured from the Fermi level.

## A symmetric linear problem

Let \(f\) be the Fermi function and \(h=-\partial f/\partial\varepsilon=f(1-f)/T\). A field \(\mathcal E\) along a principal axis \(z\) changes the occupation to \(f+h\phi_k\). To first order this is \(f(\varepsilon_k-\phi_k)\), so the ratio occupied/empty changes by the factor \(1+\phi_k/T\).

Let \(R_{kk'}\) be the transition rate. With phonons in equilibrium, detailed balance holds: \(f_k(1-f_{k'})R_{kk'}=f_{k'}(1-f_k)R_{k'k}\). The net flow from \(k\) to \(k'\) is then
\[
P_{kk'}(\phi_k-\phi_{k'}),\qquad P_{kk'}=\tfrac1T f_k(1-f_{k'})R_{kk'}=P_{k'k}.
\]
The electron has charge \(-1\), so \(\dot k_z=-\mathcal E\) and the drift term is \(-\mathcal E v_z\,\partial f/\partial\varepsilon=\mathcal E v_zh\). It equals the collision term \(-\sum_{k'}P_{kk'}(\phi_k-\phi_{k'})\). Setting \(\phi=-\mathcal E\psi\) gives
\[
(S\psi)_k\equiv\sum_{k'}P_{kk'}(\psi_k-\psi_{k'})=X_k,\qquad X_k=hv_z .
\]
The current is \(-2\sum_k v_zh\phi_k\), with 2 for spin. Hence \(1/\rho=2\langle X,\psi\rangle\).

Since \(P\) is symmetric, \(\langle a,Sa\rangle=\tfrac12\sum P_{kk'}(a_k-a_{k'})^2\ge0\). The Cauchy–Schwarz inequality for this form gives
\[
\langle X,a\rangle^2=\langle\psi,Sa\rangle^2\le\langle\psi,S\psi\rangle\langle a,Sa\rangle=\frac{\langle a,Sa\rangle}{2\rho}.
\]
Therefore \(\rho\le\langle a,Sa\rangle/(2\langle X,a\rangle^2)\), with equality for \(a\propto\psi\). Any trial function gives an upper bound.

## The basis

Take the density of states \(N\) (per spin), the velocities and the couplings as constant over a few \(T\) and over the phonon energies. Let \(\langle\cdot\rangle\) denote the Fermi-surface average with weight \(dS/|\mathbf v|\).

The harmonics \(F_J\) are polynomials in the velocity components, orthogonalized so that \(\langle F_JF_{J'}\rangle=\delta_{JJ'}\). The first is \(F_1=v_z/\bar v\), with \(\bar v^2=\langle v_z^2\rangle\). With inversion symmetry only odd functions couple to the field. This removes the constant function, which \(S\) annihilates.

With \(x=\varepsilon/T\), the polynomials \(\sigma_n\) obey \(\int h\,\sigma_n\sigma_m\,dx=\delta_{nm}\), where now \(h(x)=1/[4\cosh^2(x/2)]\). Their moments follow from using \(f\) as the variable:
\[
\int e^{isx}h\,dx=\int_0^1\Big(\frac{1-f}{f}\Big)^{is}df=\frac{\pi s}{\sinh\pi s}=1-\frac{\pi^2s^2}{6}+\frac{7\pi^4s^4}{360}-\dots
\]
Thus the mean of \(x^2\) is \(\pi^2/3\) and that of \(x^4\) is \(7\pi^4/15\). The squared norm of \(x^2-\pi^2/3\) is \(7\pi^4/15-\pi^4/9=16\pi^4/45\), so
\[
\sigma_0=1,\qquad \sigma_2=b\Big(x^2-\frac{\pi^2}{3}\Big),\qquad b=\frac{3\sqrt5}{4\pi^2}.
\]

Expand \(\psi=\sum c_{Jn}F_J\sigma_n\) and write the matrix of \(S\) as \(N\Gamma\). By orthogonality the drive has one component, \(N\bar v\), at \(J=1,n=0\). Call this index 0, collect its couplings to all other functions in a vector \(g\), and let \(R\) now denote the remaining block. Then
\[
\Gamma_{00}c_0+g^Ty=\bar v,\qquad g\,c_0+Ry=0 .
\]
The second equation gives \(y=-R^{-1}g\,c_0\). Since \(1/\rho=2N\bar v c_0\),
\[
\boxed{\rho=\frac{\Gamma_{\rm eff}}{2N\bar v^2},\qquad \Gamma_{\rm eff}=\Gamma_{00}-g^TR^{-1}g.}
\]
\(R\) is positive definite, so the subtraction is positive whenever \(g\ne0\). For free electrons \(2N\bar v^2=n_e/m\), with \(n_e\) the electron density.

## The collision matrix

The golden rule gives, with \(n\) the Bose function at phonon energy \(\Omega\),
\[
R_{kk'}=2\pi|M_{kk'}|^2\big[(n+1)\delta(\varepsilon-\varepsilon'-\Omega)+n\,\delta(\varepsilon-\varepsilon'+\Omega)\big].
\]
Define \(\alpha^2F(k,k',\Omega)=N|M_{kk'}|^2\delta(\Omega-\Omega_{kk'})\) and \(u=\Omega/T\). From \(f(b)[1-f(a)]=e^{(a-b)/T}f(a)[1-f(b)]\) it follows that \(f(a)[1-f(b)]=[f(b)-f(a)]\,n(a-b)\). With \(n(-\Omega)=-(n+1)\), the emission and absorption weights become
\[
n(n+1)[f(x-u)-f(x)],\qquad n(n+1)[f(x)-f(x+u)],
\]
and \(n(n+1)=1/[4\sinh^2(u/2)]\). Shift \(x\to x+u\) in the emission term, so that both carry the window \(W=f(x)-f(x+u)\). The factor \(1/T\) in \(P\) cancels \(d\varepsilon=T\,dx\), leaving
\[
\Gamma_{Jn,J'n'}=\pi\int d\Omega\,\frac{A_{nn'}\Lambda^{\rm out}_{JJ'}-B_{nn'}\Lambda^{\rm in}_{JJ'}}{\sinh^2(u/2)},
\]
\[
A_{nn'}=\tfrac12\!\int\! W[\sigma_n\sigma_{n'}(x)+\sigma_n\sigma_{n'}(x+u)]dx,
\]
\[
B_{nn'}=\tfrac12\!\int\! W[\sigma_n(x)\sigma_{n'}(x+u)+\sigma_n(x+u)\sigma_{n'}(x)]dx .
\]
Here \(\Lambda^{\rm out}\) and \(\Lambda^{\rm in}\) are double surface averages of \(\alpha^2F\) with \(F_J(k)F_{J'}(k)\) and \(F_J(k)F_{J'}(k')\). The prefactor is \(2\pi\cdot2/4=\pi\). The reflection \(x\to-x-u\) leaves \(W\) unchanged, so even and odd \(n\) decouple.

Put \(y=x+u/2\). Then \(W=\int_{-u/2}^{u/2}h(y+s)\,ds\), and its moments are
\[
\int W=u,\quad \int y^2W=u\Big(\frac{\pi^2}{3}+\frac{u^2}{12}\Big),\quad \int y^4W=u\Big(\frac{7\pi^4}{15}+\frac{\pi^2u^2}{6}+\frac{u^4}{80}\Big).
\]
So \(A_{00}=B_{00}=u\). With \(\alpha^2_{\rm tr}F=\Lambda^{\rm out}_{11}-\Lambda^{\rm in}_{11}\), the lowest order is
\[
\Gamma_{00}=\pi\int d\Omega\,\frac{u\,\alpha_{\rm tr}^2F}{\sinh^2(u/2)} .
\]
For the coupling to \(\sigma_2\), let \(Q=y^2+u^2/4-\pi^2/3\). The two shifted values of \(\sigma_2\) are \(b(Q\pm uy)\), so
\[
A_{02}=B_{02}=b\int WQ=bu\Big(\frac{u^2}{12}+\frac{u^2}{4}\Big)=\frac{\sqrt5\,u^3}{4\pi^2},
\]
\[
A_{22}-B_{22}=\tfrac12b^2\!\int W(2uy)^2=\frac{15u^3}{8\pi^2}+\frac{15u^5}{32\pi^4},
\]
\[
B_{22}=b^2\!\int W(Q^2-u^2y^2)=b^2u\Big(\frac{16\pi^4}{45}-\frac{2\pi^2u^2}{9}+\frac{u^4}{30}\Big)
=u-\frac{5u^3}{8\pi^2}+\frac{3u^5}{32\pi^4}.
\]
With \(\sigma_2\) as the one added function, the fractional lowering is \(\delta=\Gamma_{02}^2/(\Gamma_{00}\Gamma_{22})\).

## Why the energy correction peaks

Take a spherical surface and acoustic phonons with \(\Omega=\Omega_mz\), \(z=q/2k_F\), and \(|M|^2\propto q\). The scattering angle obeys \(\cos\theta=1-2z^2\), so the angular measure is \(2z\,dz\). Normalizing by \(\lambda=2\int d\Omega\,\alpha^2F/\Omega\) gives
\[
\alpha^2F=\lambda z^2,\qquad \alpha^2_{\rm tr}F=\lambda z^2(1-\cos\theta)=2\lambda z^4 .
\]

**Low temperature.** Let \(t=T/\Omega_m\), so \(z=ut\). Expanding \(1/[4\sinh^2(u/2)]=\sum_k ke^{-ku}\) gives \(J_p=\int_0^\infty u^p/\sinh^2(u/2)\,du=4\,p!\,\zeta(p)\). Then
\[
\Gamma_{00}=2\pi\lambda\Omega_mt^5J_5,\qquad \Gamma_{02}=2\pi\lambda\Omega_mt^5\frac{\sqrt5}{4\pi^2}J_7 .
\]
In \(\Gamma_{22}\) the integrand is \((A_{22}-B_{22})\alpha^2F+B_{22}\alpha^2_{\rm tr}F\). Its first part is of order \(t^3\) and dominates:
\[
\Gamma_{22}\simeq\pi\lambda\Omega_mt^3\Big[\frac{15J_5}{8\pi^2}+\frac{15J_7}{32\pi^4}\Big],
\qquad
\delta\simeq\frac{5J_7^2\,t^2}{8\pi^4J_5\big[\frac{15J_5}{8\pi^2}+\frac{15J_7}{32\pi^4}\big]}=27.7\,t^2 .
\]
Small-angle scattering exchanges energy at a rate \(\propto t^3\) but relaxes momentum at a rate \(\propto t^5\). It therefore makes \(\psi\) nearly constant in energy. The same powers hold for any fixed finite set of \(\sigma_n\), since \(A-B\) is positive for every non-constant polynomial. Numerically, \(n\le16\) gives \(29.7\,t^2\) at \(t=0.002\), and the untruncated equation gives \(29.9\,t^2\). The argument needs momentum relaxation to become slow compared with energy exchange, so it does not cover spectra dominated by large-angle scattering. For example, with the same \(\alpha^2F\) but scattering-in removed, \(\delta\) stays near 22 % as \(T\to0\).

**High temperature.** Apply \(S\) to \(F_1\) and divide by \(h\). Detailed balance turns the emission and absorption factors into \(n+1-f(x-u)\) and \(n+f(x+u)\). The momentum relaxation rate at energy \(x\) is thus
\[
\gamma(x)=2\pi\!\int\! d\Omega\,\alpha^2_{\rm tr}F\,[2n+1+f(x+u)-f(x-u)] .
\]
For small \(u\), \(2n+1\simeq2/u+u/6\) and \(f(x+u)-f(x-u)\simeq-2uh(x)\). The relative variation of \(\gamma\) with energy is therefore \(-\overline{u^2}\,h(x)\), averaged with weight \(\alpha^2_{\rm tr}F/\Omega\propto z^3\):
\[
\overline{u^2}=\frac1{t^2}\frac{\int_0^1z^5dz}{\int_0^1z^3dz}=\frac{2}{3t^2}.
\]
To this order \(R\) is \(\Gamma_{00}\) times the unit matrix, because \(A-B\propto u^3\) while \(B\simeq u\,\delta_{nn'}\). Summing the squared couplings over all \(n\ge1\) by completeness, and using \(h\,dx=-df\), \(h=f(1-f)\),
\[
\delta\to\overline{u^2}^{\,2}\Big[\int h^3dx-\Big(\int h^2dx\Big)^2\Big]=\frac{4}{9t^4}\Big(\frac1{30}-\frac1{36}\Big)=\frac1{405\,t^4}.
\]
From \(A_{02}\), \(\sigma_2\) alone supplies \((\sqrt5\,\overline{u^2}/4\pi^2)^2=5/(36\pi^4t^4)\), or 58 % of this. At \(t=20\) the computed \(\delta t^4\) is 0.00143 with \(\sigma_2\), 0.00235 for \(n\le16\) and 0.00244 for \(n\le40\), against \(1/405=0.00247\).

Within this model the correction vanishes at both ends. The high-temperature end relies on constant \(N\) and velocities. For free electrons with a rate \(\propto\varepsilon^{1/2}\) (\(\varepsilon\) measured from the band bottom), the band itself adds a lowering of about \((\pi^2/12)(T/E_F)^2\), which grows with \(T\). For \(E_F=5.5\) eV and \(\Omega_m=0.040\) eV it overtakes \(1/(405\,t^4)\) near \(t=2\), where both are about \(2\times10^{-4}\). The values at \(t=20\) therefore test the formula and do not describe a metal. Solving the linear system for \(n\le16\) at a range of temperatures gives a maximum of 27.8 % at \(t\simeq0.15\), which rises to 27.9 % without truncation in \(n\).

## What the harmonics add

Now multiply \(\alpha^2F\) by \(w(k)w(k')\), with \(w=1+aP_2(c)\) and \(c=\cos\vartheta\) measured from the field axis. The harmonics needed are \(\sqrt{2l+1}\,P_l(c)\) with odd \(l\).

At low temperature \(\psi\) depends on angle alone and the steps are small. The quadratic form becomes proportional to \(\int w^2(1-c^2)p^2dc\), with \(p=d\psi/dc\). Integration by parts turns the drive into \(\int c\psi\,dc=\tfrac12\int(1-c^2)p\,dc\). Let \([\cdot]\) be the average with weight \(1-c^2\). Since \([p]^2\le[w^2p^2][w^{-2}]\), the minimum is \(1/[w^{-2}]\), while the lowest order, \(p=1\), gives \([w^2]\).

At high temperature the weight \(\alpha^2F/\Omega\) makes all scattering directions equally likely apart from \(w(k')\), because \(\int_0^1zP_L(1-2z^2)dz=0\) for \(L\ge1\). Scattering-in then vanishes for odd \(\psi\), the rate is proportional to \(w(c)\), and \(\psi\propto c/w\). With \(\{\cdot\}\) the average weighted by \(c^2\),
\[
\frac{\rho}{\rho_{\rm lowest}}\to\frac1{[w^2][w^{-2}]}\ (T\to0),\qquad \frac{1}{\{w\}\{w^{-1}\}}\ (T\to\infty).
\]
For \(a=0.5\) these are 0.897 and 0.971. The anisotropy correction survives at both ends.

## Numbers

Choose \(k_F=1.2\) Å⁻¹, the free-electron mass, \(\lambda=0.5\) and \(\Omega_m=0.040\) eV. The density is \(k_F^3/3\pi^2=0.0584\) Å⁻³ and the Fermi energy 5.5 eV, far above all phonon energies.

For \(a=0\) and \(kT=0.005\) eV (58 K, \(t=0.125\)), quadrature gives \(\Gamma_{00}=1.557\), \(\Gamma_{02}=2.432\) and \(\Gamma_{22}=16.44\) meV. Hence
\[
\Gamma_{\rm eff}\le1.557-\frac{2.432^2}{16.44}=1.197\ \text{meV}.
\]
The bound falls to 1.152 meV for \(n\le4\), 1.140 for \(n\le16\) and 1.1391 for \(n\le40\). Solving the same equation on an energy grid, extrapolated from steps of 0.2 and 0.1 in \(x\), gives 1.1386 meV. So \(\sigma_2\) supplies 86 % of the lowering.

The last gap closes slowly. At \(x=i\pi\), \(f(x+u)=-n\) and \(f(x-u)=n+1\), so both scattering-out and scattering-in factors vanish while the drive does not. The scattering-in term at this point involves \(\psi(i\pi\pm u)\), so the continued solution cannot be regular all along the line \(\mathrm{Im}\,x=\pi\). Slow convergence of a polynomial expansion is consistent with such a singularity, though the link is not derived here.

On the grid, \(\psi(x)/\psi(0)\) is 0.78, 0.44 and \(-0.17\) at \(x=2,4,8\). Electrons near the Fermi level carry more current than the constant trial function allows. The negative value requires phonons with \(z>1/\sqrt2\), which scatter through more than 90°. Without them every scattering-in term would carry a positive weight \(\cos\theta\), and the positive drive would give \(\psi>0\) at all energies.

For \(a=0.5\), the next table gives the lowering relative to \(\Gamma_{00}\), with \(n\le16\) and \(l\le7\). Removing the truncation in \(n\) raises the energy and both columns by up to 0.2 points, most at 0.020 eV (3.7 % and 6.3 %).

| \(kT\) (eV) | \(\Gamma_{00}\) (meV) | energy | harmonics | both |
|---|---|---|---|---|
| 0.002 | 0.0170 | 5.1 % | 6.7 % | 11.7 % |
| 0.005 | 1.623 | 27.2 % | 2.4 % | 29.2 % |
| 0.010 | 16.66 | 21.2 % | 2.4 % | 23.0 % |
| 0.020 | 60.21 | 3.5 % | 2.8 % | 6.1 % |
| 0.040 | 142.3 | 0.3 % | 2.9 % | 3.1 % |

At 0.005 eV, \(\rho=m\Gamma_{\rm eff}/(n_ee^2)\), with the rate divided by \(\hbar\), falls from 0.150 to 0.106 μΩ cm.

## Bearing on real metals

The density and \(\lambda\) are of the order found in simple metals, but the phonon spectrum is idealized: real spectra end at the zone boundary, have several branches and allow umklapp scattering. The model does not fix how far these move the 29 %. Impurities can be estimated. Isotropic elastic scattering adds a constant \(\gamma_i\) to the diagonal of \(\Gamma\). For \(a=0\) and \(\gamma_i=\Gamma_{00}\), the \(\sigma_2\) lowering at 0.005 eV becomes \(2.432^2/(3.113\times18.00)=10.6\) % of the lowest-order total resistivity, instead of 23.1 % without impurities. Phonons driven out of equilibrium by the current would invalidate the starting equation itself.
